# Why diffuse functions breed weakly coupled intruders in excited-state CASPT2

## The situation

An excited state is computed with CASPT2 in a compact basis and behaves well. Diffuse functions are added. The variational reference energy may hardly move, yet at some geometries the second-order energy jumps, or the weight of the reference collapses. The offending configuration contains a very extended virtual orbital with a small coupling to the reference. Why should functions that barely touch the molecule do this?

Three things have to be weighed: the energy the active electrons release, the energies of the diffuse virtuals, and their couplings. Hartree atomic units are used throughout.

## First contribution: the active electrons

Take two active orbitals, a lower one $i$ and a higher one $b$, and the doubly excited singlet reference $b^2$. Its mixing with $i^2$ is neglected. Let $H_0$ be a one-electron operator with orbital energies $\varepsilon$ and no elements between active and virtual orbitals. One electron can drop to $i$ while the other rises to a virtual $e$, giving the singlet spatial function $(|ie\rangle+|ei\rangle)/\sqrt2$. For real orbitals both terms have the same matrix element with $|bb\rangle$,

$$\langle bb|r_{12}^{-1}|ie\rangle=\langle bb|r_{12}^{-1}|ei\rangle=(bi|be),$$

so the coupling is

$$V_e=\frac{2}{\sqrt2}(bi|be)=\sqrt2\,(bi|be).$$

One-electron operators do not contribute, because both orbitals have changed. This coupling presumes orbitals that are not optimized for this state alone, as in a state-averaged reference. For a reference $c_ii^2+c_bb^2$ with $c_i\neq0$, the single excitation $i\to e$ gives the same configuration, so with state-specific orbitals the generalized Brillouin theorem makes the coupling vanish. With orbitals averaged equally over the two roots, it is $c_bV_e$. The denominator is the perturber's zeroth-order energy minus that of the reference:

$$D_e=(\varepsilon_i+\varepsilon_e)-2\varepsilon_b=\varepsilon_e+G,\qquad G=\varepsilon_i-2\varepsilon_b .$$

The first-order coefficient is $-V_e/D_e$. The energy and first-order weight from these configurations, called one-virtual below, are therefore

$$E=-\sum_e\frac{V_e^2}{D_e},\qquad W=\sum_e\frac{V_e^2}{D_e^2}.$$

With this part alone, the reference has weight $1/(1+W)$ in the normalized wave function.

$G$ is the zeroth-order energy of the ion left behind minus that of the reference. If $G>0$, the state lies below this ionization threshold. If $G<0$, it lies above it, and $D_e$ vanishes when $\varepsilon_e=-G$. The same form of denominator appears for other excited states. For a reference with one electron in $i$ and one in $b$, moving the electron from $b$ to $e$ gives $D_e=\varepsilon_e-\varepsilon_b$, so $G=-\varepsilon_b$. A valence antibonding orbital with positive Fock energy then makes $G$ negative. This step is a single excitation: $e$ must have the symmetry of $b$, and the direct coupling is again nonzero only when the orbitals are not optimized for that state alone.

Configurations with two virtuals have $D=\varepsilon_e+\varepsilon_{e'}-2\varepsilon_b$. With positive virtual energies and a bound $b$, this cannot be small unless $\varepsilon_b$ is itself near zero.

## Second contribution: the virtual energies

Assume a neutral system with no appreciable multipole field. At long range the nuclear attraction and the electronic repulsion cancel, and exchange decays with the occupied orbitals, so the Fock field is short-ranged. Consider s-type virtuals.

A normalized Gaussian $\chi=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$ has $\langle r^2\rangle=3/(4\alpha)$. Since $\nabla\chi=-2\alpha\mathbf r\,\chi$, its kinetic energy is

$$\tfrac12\langle|\nabla\chi|^2\rangle=\tfrac12\,4\alpha^2\,\frac{3}{4\alpha}=\frac{3\alpha}{2}.$$

A short-ranged well contributes in proportion to the density at the centre, $|\chi(0)|^2\propto\alpha^{3/2}$. For small $\alpha$ this is negligible beside $3\alpha/2$.

In an even-tempered sequence, $\alpha_k=\alpha_0\beta^{-k}$. Dividing all exponents by $\beta$ leaves the overlaps of normalized functions unchanged and divides the kinetic-energy matrix by $\beta$. Apart from its most compact member, a sequence with one more diffuse function is just such a rescaled sequence. The lowest virtual depends little on that member, so its energy falls by a factor approaching $\beta$ with each addition. Virtual levels thus accumulate near zero, from above.

Neutrality matters here. In the field of a cation, the tail $-1/r$ adds $-2\sqrt{2\alpha/\pi}$ to the energy of the Gaussian. This outweighs $3\alpha/2$ for small $\alpha$, and levels appear below zero.

## Third contribution: the coupling

The integral $(bi|be)$ samples $e$ only where $b$ is appreciable. A diffuse orbital has a nearly energy-independent shape there, fixed by the well and by orthogonality to $i$. Its overall amplitude is set by normalization over a large volume. With $R^2=\langle r^2\rangle$,

$$\chi(0)=\left(\frac{2\alpha}{\pi}\right)^{3/4}=\left(\frac{3}{2\pi R^2}\right)^{3/4}\propto R^{-3/2}.$$

Hence $V^2\propto R^{-3}$. Because $\varepsilon\propto\alpha\propto R^{-2}$,

$$V^2\simeq C\,\varepsilon^{3/2}.$$

This is a leading low-energy law for s waves. It presumes that no s-wave resonance sits at threshold and that the coupling to the limiting inner shape does not vanish.

## A model with numbers

Let $i$ be an s Gaussian of exponent 1 and $b$ a $p_z$ Gaussian of exponent 0.25 on the same centre. The virtuals are s functions orthogonal to $i$, moving in a Gaussian well of depth 0.3 hartree and exponent 0.5. The basis has exponents 9, 3, 1, 1/3 and 1/9, followed by $n$ diffuse functions, again with $\beta=3$. Diagonalizing the one-electron operator gives the lowest virtual. The last column is $W$, summed over all virtuals, for a state placed at $G=0$.

| $n$ | $\varepsilon$ / hartree | $R$ / bohr | $V$ / hartree | $W$ |
|---|---|---|---|---|
| 0 | 0.234 | 3.4 | 0.0269 | 0.014 |
| 2 | 0.0182 | 9.3 | 0.0045 | 0.080 |
| 4 | 0.00183 | 27 | 0.00080 | 0.28 |
| 6 | 0.00020 | 80 | 0.00015 | 0.89 |

Between $n=9$ and $n=10$ the lowest energy falls by a factor 3.00. The same two virtuals give $V^2$ the power 1.50 in $\varepsilon$ and $-3.00$ in $R$, as derived.

## Weighing them at threshold

At $G=0$ the denominator is $\varepsilon$ itself, and one diffuse virtual contributes

$$\frac{V^2}{\varepsilon}\simeq C\varepsilon^{1/2},\qquad \frac{V^2}{\varepsilon^2}\simeq C\varepsilon^{-1/2}$$

to the magnitude of the energy and to the weight. For s-type virtuals the coupling wins in the energy; the small denominator wins in the weight. For p-type virtuals the inner amplitude carries an extra factor $1/R$, so $V^2\propto\varepsilon^{5/2}$ and the weight at $G=0$ converges as well.

For the lowest virtual at $n=6$, $V^2=2.27\times10^{-8}$ and $\varepsilon=1.97\times10^{-4}$. Its energy share is $1.15\times10^{-4}$ hartree, about 2% of the one-virtual total of 0.00563 hartree. Its weight is 0.59, about two thirds of the total 0.89. That is a weakly coupled intruder: nearly irrelevant to the energy, yet dominant in the first-order wave function.

The same result can be seen in space. Collect the virtual parts into one orbital, $\phi=-\sum_e(V_e/D_e)\,e$. It obeys $(f+G)\phi=-s$ in the virtual space, where $f$ is the Fock operator and the source $s$ is confined to the active region, because it contains $b$ as a factor. Far outside,

$$-\tfrac12\nabla^2\phi+G\phi=0 .$$

For $G=0$ the s-wave solution that decays is $\phi=A/r$. A basis that reaches to distance $R$ captures a norm growing as

$$\int^R 4\pi r^2\frac{A^2}{r^2}\,dr\simeq4\pi A^2R .$$

The missing energy is of the order of the kinetic energy in the omitted tail,

$$\frac12\int_R^\infty4\pi r^2\frac{A^2}{r^4}\,dr=\frac{2\pi A^2}{R}.$$

Each added function multiplies $R$ by $\sqrt\beta$. The weight should therefore grow by $\sqrt3=1.73$ per function, while successive energy changes shrink by $1/\sqrt3=0.58$. The longest sequences, up to $n=10$, give 1.74 and 0.58.

## Below threshold: protection

For $G>0$ the outer solution is $\phi\propto e^{-\kappa r}/r$ with $\kappa=\sqrt{2G}$. At $G=0.3$ hartree, $1/\kappa=1.3$ bohr, so diffuse functions have almost nothing to describe. The one-virtual energy stays at $-0.0022$ hartree and the weight at 0.003 from $n=0$ to $n=6$. When all virtual energies are positive, as here, diffuse functions alone do not make intruders; the state must also lie near or above a zeroth-order threshold.

## Above threshold: poles

For $G=-g<0$ there is a pole wherever $g=\varepsilon_e$. A change of geometry moves $g$, and can carry it through several poles. The number of levels below 0.05 hartree rises from none at $n=0$ to five at $n=6$.

How wide is each pole? The energy share exceeds a chosen $\delta$ in magnitude when $|D|<V^2/\delta$. This half-width scales as $\varepsilon^{3/2}$, whereas the level spacing scales roughly as $\varepsilon$. Energy spikes therefore become narrower even relative to their spacing. For $\delta=0.001$ hartree and $n=6$, the half-width is $2.3\times10^{-5}$ hartree at the lowest level and $5.4\times10^{-3}$ hartree at the level at 0.0119 hartree.

The weight behaves differently. It exceeds a chosen $w$ when $|D|<V/\sqrt w$, a half-width scaling as $\varepsilon^{3/4}$. Relative to the spacing this grows as $\varepsilon^{-1/4}$ towards threshold. A smooth energy curve there does not guarantee a sound reference weight.

Now fix $\varepsilon_i=-0.62$ and $\varepsilon_b=-0.30$ hartree, so that $G=-0.62+0.60=-0.02$ hartree. At $n=2$ the lowest virtual, at 0.01825 hartree, gives $D=-0.00175$ hartree. With $V=0.00451$ hartree,

$$-\frac{V^2}{D}=+0.0116\ \text{hartree},\qquad\frac{V^2}{D^2}=6.6 .$$

This one configuration would reduce the reference weight to at most $1/7.6=0.13$.

At this value of $G$, more diffuse functions do not make this worse. At $n=3$ the nearest level is at 0.0312 hartree, and at $n=6$ it is at 0.0119 hartree, where $W$ is only 0.20. When a basis grows by one function, each old level lies between two neighbouring new ones, so every level counted from the bottom moves down, and the level nearest a fixed energy can end up above or below the old one. The nearest level then settles, at 0.0121 hartree for both $n=9$ and $n=10$. Once the levels near a given $g$ have settled, further functions at fixed $\beta$ add levels closer to zero, not closer to $g$. Before that, an added function can move a level towards $g$ or away from it. Whether a particular state is hit depends on both $g$ and the basis.

## What the divergence means

Treat the reference and one intruder by diagonalization:

$$\begin{pmatrix}0&V\\V&D\end{pmatrix},\qquad \lambda=\frac D2-\sqrt{\frac{D^2}{4}+V^2}\quad(D>0).$$

This root tends to zero as $V\to0$, so it belongs to the reference. Since $D^2/4+V^2\le(D/2+V)^2$ for $V>0$, its shift satisfies $|\lambda|\le V$. For $D<0$ the other root belongs to the reference, and the same bound follows.

Take $V=0.00233$ hartree, the coupling of the level at 0.0119 hartree, and set $D=V/10$. Perturbation theory gives $-V^2/D=-10V=-0.0233$ hartree, or $-0.63$ eV. Diagonalization gives $-0.0022$ hartree, or $-0.06$ eV. The weak coupling limits the shift in this two-level problem; the second-order quotient does not know that limit.

The mixing itself need not be small: at $D=0$ the two configurations mix equally, however weak $V$ is. Above threshold, such mixing is the finite-basis trace of a state embedded in the continuum of $H_0$. Whether the physical state can also ionize depends on the full Hamiltonian, since $G$ is a zeroth-order energy difference and not a measured ionization gap.
